# The Marcus rate from the spin-boson golden rule: a program that tests the result

```python
"""Marcus rate as the short-time, classical limit of the spin-boson golden rule.

Result under test:
  k_M = (2 pi V^2/hbar) (4 pi lam kT)^(-1/2) exp(-(dG+lam)^2/(4 lam kT))
  ln(k/k_M) = (q/12) [L z^2(1-z)^2 - (1-6z+6z^2)/2 + 3/(4L)] + higher order
Symbols: V coupling, lam reorganisation energy, dG acceptor minimum minus donor
minimum, kT thermal energy, L = lam/kT, z = (lam+dG)/(2 lam),
q = <(hbar w)^2>/kT^2, the mean being weighted by S*w (S = Huang-Rhys factor).
Bath: density of S is (a/w) exp(-w^2/cut^2), an Ohmic bath, Gaussian cutoff.
Energies are in eV; tau = t/hbar is in 1/eV.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV/K
NODES, WEIGHTS = np.polynomial.legendre.leggauss(600)


def bath(lam, cut):
    """Frequencies (eV) and Huang-Rhys weights of the continuous bath."""
    w = 3.5 * cut * (NODES + 1)
    a = 2 * lam / (np.sqrt(np.pi) * cut)
    return w, 3.5 * cut * WEIGHTS * a / w * np.exp(-(w / cut) ** 2), a


def quantum_width(lam, cut, kT):
    w, s, _ = bath(lam, cut)
    return np.sqrt(np.sum(s * w**2 / np.tanh(w / (2 * kT))))


def golden_rule(V, lam, dG, kT, cut, contour=None):
    """Full time integral along t/hbar = tau - i*contour/kT, in 1/s."""
    w, s, a = bath(lam, cut)
    if contour is None:
        contour = min(1.0, max(0.0, (lam + dG) / (2 * lam)))
    y, shift = w / (2 * kT), w * contour / kT
    start = -np.sum(s * 2 * np.sinh(y - shift / 2) * np.sinh(shift / 2)
                    / np.sinh(y)) - contour * dG / kT
    damp = s * np.cosh(y - shift) / np.sinh(y)
    turn = s * np.sinh(y - shift) / np.sinh(y)
    tau_max = 12 / np.sqrt(2 * lam * kT) + 45 / (np.pi * a * kT)
    tau = np.linspace(0, tau_max, 2001)
    phase = np.outer(tau, w)
    real = -2 * np.sin(phase / 2) ** 2 @ damp
    imag = -np.sin(phase) @ turn - dG * tau
    f = np.exp(real) * np.cos(imag)
    integral = 2 * (tau[1] - tau[0]) * (f.sum() - 0.5 * (f[0] + f[-1]))
    return V**2 / HBAR * np.exp(start) * integral


def gaussian_rate(V, lam, dG, width):
    return (V**2 / HBAR * np.sqrt(2 * np.pi) / width
            * np.exp(-(dG + lam) ** 2 / (2 * width**2)))


def marcus(V, lam, dG, kT):
    return (2 * np.pi * V**2 / HBAR / np.sqrt(4 * np.pi * lam * kT)
            * np.exp(-(dG + lam) ** 2 / (4 * lam * kT)))


def correction_terms(lam, dG, kT, mean_w2):
    L, z, q = lam / kT, (lam + dG) / (2 * lam), mean_w2 / kT**2
    return (q / 12 * L * z**2 * (1 - z) ** 2,
            -q / 24 * (1 - 6 * z + 6 * z**2), q / (16 * L))


# --- One mode (hbar = w = 1): matrices against the lineshape function ---
N, g1, dG1, kT1, V1 = 60, 0.9, -0.6, 0.7, 1e-3
S1 = g1**2
b = np.diag(np.sqrt(np.arange(1, N)), 1)
number, x_op, one = np.diag(np.arange(N)), b + b.T, np.eye(N)
H_D = number + 0.5 * g1 * x_op - 0.5 * dG1 * one
H_A = number - 0.5 * g1 * x_op + 0.5 * dG1 * one


def function_of(H, func):
    e, U = np.linalg.eigh(H)
    return (U * func(e)) @ U.conj().T


rho = function_of(H_D, lambda e: np.exp(-(e - e[0]) / kT1))
rho = rho / np.trace(rho)


def C_formula(t):
    g = S1 * ((1 - np.cos(t)) / np.tanh(0.5 / kT1) + 1j * np.sin(t))
    return np.exp(-1j * dG1 * t - g)


err_C = 0.0
for t in (0.3, 1.1, 2.7, 5.0):
    C_matrix = np.trace(rho @ function_of(H_D, lambda e: np.exp(1j * e * t))
                        @ function_of(H_A, lambda e: np.exp(-1j * e * t)))
    err_C = max(err_C, abs(C_matrix - C_formula(t)))
assert err_C < 1e-9

# Population from the full Hamiltonian against second order in V
H_full = np.block([[H_D, V1 * one], [V1 * one, H_A]])
t_end = 4.0
U = function_of(H_full, lambda e: np.exp(-1j * e * t_end))
block = U[N:, :N]
P_full = np.trace(block @ rho @ block.conj().T).real
P_second = 2 * V1**2 * quad(lambda s: (t_end - s) * C_formula(s).real,
                            0, t_end, epsabs=1e-11)[0]
assert abs(P_full / P_second - 1) < 1e-4      # next order is (V t)^2

# --- High-temperature series of the exponent at imaginary time ---
u, zs = sp.symbols("u z")
entire = sp.cosh(u / 2) * (sp.cosh(u * zs) - 1) - sp.sinh(u / 2) * sp.sinh(u * zs)
claimed = u * (zs**2 - zs) + u**3 * zs**2 * (1 - zs) ** 2 / 12
difference = sp.series(entire - sp.sinh(u / 2) * claimed, u, 0, 6).removeO()
assert sp.expand(difference) == 0

# --- Worked example ---
lam, dG, V, T, cut = 0.8, -0.1, 1e-3, 300.0, 0.010
kT = KB * T
w, s, a = bath(lam, cut)
lam_sum = np.sum(s * w)
mean_w2 = np.sum(s * w**3) / lam_sum
assert abs(lam_sum / lam - 1) < 1e-10
assert abs(mean_w2 / (cut**2 / 2) - 1) < 1e-10
sigma_cl, sigma_q = np.sqrt(2 * lam * kT), quantum_width(lam, cut, kT)
k_M, k_full = marcus(V, lam, dG, kT), golden_rule(V, lam, dG, kT, cut)
k_G = gaussian_rate(V, lam, dG, sigma_q)
terms = correction_terms(lam, dG, kT, mean_w2)

# The truncated exponent, integrated numerically, gives the Marcus formula
truncated = 2 * quad(lambda x: np.exp(-lam * kT * x**2) * np.cos((dG + lam) * x),
                     0, 12 / sigma_cl, epsabs=1e-12, limit=300)[0]
assert abs(V**2 / HBAR * truncated / k_M - 1) < 1e-7
# Moving the contour leaves the rate unchanged
k_real_time = golden_rule(V, lam, dG, kT, cut, contour=0.0)
assert abs(k_real_time / k_full - 1) < 1e-8
assert abs(k_full / k_M - 1) < 0.03
# In the activated example the quantum-width Gaussian is worse than Marcus
assert abs(np.log(k_G / k_full)) > abs(np.log(k_M / k_full))

# --- Leading correction: normal, activationless, inverted, small lam ---
worst = 0.0
for lam_i, dG_i in ((0.8, 0.0), (0.8, -0.1), (0.8, -0.8), (0.8, -1.2),
                    (0.05, 0.0)):
    c = 0.005
    found = np.log(golden_rule(V, lam_i, dG_i, kT, c) / marcus(V, lam_i, dG_i, kT))
    predicted = sum(correction_terms(lam_i, dG_i, kT, c**2 / 2))
    worst = max(worst, abs(found / predicted - 1))
assert worst < 0.03                            # next order is smaller by about q

print(f"one mode: largest error of C(t) = {err_C:.1e}")
print(f"one mode: P_A full = {P_full:.6e}, second order = {P_second:.6e}")
print(f"lam = {lam} eV, dG = {dG} eV, V = {V*1e3:.1f} meV, T = {T:.0f} K")
print(f"hbar*cutoff = {cut*1e3:.0f} meV, bath prefactor a = {a:.2f}")
print(f"kT = {kT*1e3:.3f} meV, L = lam/kT = {lam/kT:.3f}")
print(f"z = {(lam+dG)/(2*lam):.4f}, q = {mean_w2/kT**2:.5f}")
print(f"rms hbar*w = {np.sqrt(mean_w2)*1e3:.3f} meV")
print(f"classical width = {sigma_cl*1e3:.2f} meV")
print(f"quantum width = {sigma_q*1e3:.2f} meV")
print(f"decay time hbar/width = {HBAR/sigma_cl*1e15:.3f} fs")
print(f"bath time 1/cutoff = {HBAR/cut*1e15:.2f} fs")
print(f"activation energy = {(lam+dG)**2/(4*lam)*1e3:.2f} meV")
print(f"crossing estimate 2piV^2/(width*rms) = "
      f"{2*np.pi*V**2/(sigma_cl*np.sqrt(mean_w2)):.5f}")
print(f"Marcus rate = {k_M:.5e} 1/s")
print(f"full golden-rule rate = {k_full:.5e} 1/s")
print(f"quantum-width Gaussian rate = {k_G:.5e} 1/s")
print(f"rate / cutoff frequency = {k_full*HBAR/cut:.2e}")
print(f"ln(full/Marcus) = {np.log(k_full/k_M):.5f}")
print(f"predicted = {sum(terms):.5f}; tail {terms[0]:.5f},"
      f" width {terms[1]:.5f}, decay {terms[2]:.5f}")
print(f"largest relative error of correction, 5 cases = {worst:.1e}")

print("cutoff sweep at 300 K: meV, full/Marcus, predicted, Gaussian/Marcus")
for c in (0.010, 0.020, 0.050, 0.100):
    r = golden_rule(V, lam, dG, kT, c) / k_M
    p = np.exp(sum(correction_terms(lam, dG, kT, c**2 / 2)))
    gr = gaussian_rate(V, lam, dG, quantum_width(lam, c, kT)) / k_M
    print(f"  {c*1e3:4.0f}  {r:.4f}  {p:.4f}  {gr:.4f}")

print("temperature sweep, cutoff 10 meV: K, full/Marcus, predicted")
for Ti in (300.0, 150.0, 75.0):
    r = golden_rule(V, lam, dG, KB * Ti, cut) / marcus(V, lam, dG, KB * Ti)
    p = np.exp(sum(correction_terms(lam, dG, KB * Ti, mean_w2)))
    print(f"  {Ti:4.0f}  {r:.4f}  {p:.4f}")
T_tail = (lam * mean_w2 / 192) ** (1 / 3) / KB
print(f"T where tail term is 1 at dG=0: {T_tail:.1f} K")
print(f"rms hbar*w / kB = {np.sqrt(mean_w2)/KB:.1f} K")

# --- Detailed balance, both rates taken along real time ---
c = 0.050
exact_db = np.log(golden_rule(V, lam, dG, kT, c, 0.0)
                  / golden_rule(V, lam, -dG, kT, c, 0.0))
width = quantum_width(lam, c, kT)
gauss_db = np.log(gaussian_rate(V, lam, dG, width)
                  / gaussian_rate(V, lam, -dG, width))
assert abs(exact_db + dG / kT) < 1e-6
assert abs(gauss_db + dG / kT) > 0.1
print("ln(forward/backward) at cutoff 50 meV:")
print(f"  -dG/kT = {-dG/kT:.4f}, full = {exact_db:.4f}, Gaussian = {gauss_db:.4f}")

# --- Gaussian line but not classical: cold and activationless ---
T_cold = 30.0
kTc = KB * T_cold
cold_full = golden_rule(V, lam, -lam, kTc, cut)
cold_M = marcus(V, lam, -lam, kTc) / cold_full
cold_G = gaussian_rate(V, lam, -lam, quantum_width(lam, cut, kTc)) / cold_full
assert abs(cold_G - 1) < 0.01 and cold_M > 1.1
print(f"cold, dG=-lam, {T_cold:.0f} K, cutoff {cut*1e3:.0f} meV:")
print(f"  Marcus/full = {cold_M:.4f}, Gaussian/full = {cold_G:.4f}")

# --- Classical bath but slow decay: warm, tiny reorganisation energy ---
lam_small = 0.0005
slow = golden_rule(V, lam_small, 0.0, kT, cut) / marcus(V, lam_small, 0.0, kT)
assert slow > 1.1
print(f"warm, dG=0, lam = {lam_small*1e3:.1f} meV, {T:.0f} K:")
print(f"  width/cutoff = {np.sqrt(2*lam_small*kT)/cut:.3f},"
      f" full/Marcus = {slow:.4f}")
print("every check passed")
```

Output:

```
one mode: largest error of C(t) = 4.5e-16
one mode: P_A full = 7.590516e-06, second order = 7.590547e-06
lam = 0.8 eV, dG = -0.1 eV, V = 1.0 meV, T = 300 K
hbar*cutoff = 10 meV, bath prefactor a = 90.27
kT = 25.852 meV, L = lam/kT = 30.945
z = 0.4375, q = 0.07481
rms hbar*w = 7.071 meV
classical width = 203.38 meV
quantum width = 204.01 meV
decay time hbar/width = 3.236 fs
bath time 1/cutoff = 65.82 fs
activation energy = 153.12 meV
crossing estimate 2piV^2/(width*rms) = 0.00437
Marcus rate = 5.01222e+07 1/s
full golden-rule rate = 5.07906e+07 1/s
quantum-width Gaussian rate = 5.18281e+07 1/s
rate / cutoff frequency = 3.34e-06
ln(full/Marcus) = 0.01325
predicted = 0.01332; tail 0.01168, width 0.00149, decay 0.00015
largest relative error of correction, 5 cases = 3.9e-03
cutoff sweep at 300 K: meV, full/Marcus, predicted, Gaussian/Marcus
    10  1.0133  1.0134  1.0340
    20  1.0535  1.0547  1.1388
    50  1.3428  1.3952  1.9687
   100  2.4979  3.7889  5.7249
temperature sweep, cutoff 10 meV: K, full/Marcus, predicted
   300  1.0133  1.0134
   150  1.1025  1.1049
    75  2.0360  2.1644
T where tail term is 1 at dG=0: 68.8 K
rms hbar*w / kB = 82.1 K
ln(forward/backward) at cutoff 50 meV:
  -dG/kT = 3.8682, full = 3.8682, Gaussian = 3.3819
cold, dG=-lam, 30 K, cutoff 10 meV:
  Marcus/full = 1.2198, Gaussian/full = 0.9999
warm, dG=0, lam = 0.5 meV, 300 K:
  width/cutoff = 0.508, full/Marcus = 1.2888
every check passed
```
